# The rVV10 parameter b damps the dispersion energy but leaves C6 unchanged

## Definitions and conventions

Hartree atomic units are used, and an attractive interaction energy is negative. The nonlocal correlation energy of rVV10 is

$$E_{\rm nl}=\int d\mathbf r\,n(\mathbf r)\Big[\beta+\tfrac12\int d\mathbf r'\,n(\mathbf r')\,\Phi(\mathbf r,\mathbf r')\Big].$$

With $R=|\mathbf r-\mathbf r'|$ and a prime marking quantities taken at $\mathbf r'$, the kernel is

$$\Phi=-\frac{3}{2}\,\frac{1}{(\kappa\kappa')^{3/2}\,z\,z'\,(z+z')},\qquad z=\frac{\omega_0}{\kappa}R^2+1,\qquad z'=\frac{\omega_0'}{\kappa'}R^2+1 .$$

The local quantities are

$$\omega_0=\sqrt{C\left|\frac{\nabla n}{n}\right|^4+\frac{4\pi n}{3}},\qquad \kappa=b\,k,\qquad k=\frac{3\pi}{2}\Big(\frac{n}{9\pi}\Big)^{1/6}.$$

Thus $b$ enters the kernel through $\kappa$, while $C$ enters through $\omega_0$. The original rVV10 functional, built on rPW86 exchange and PBE correlation, has $b=6.3$. SCAN+rVV10 has $b=15.7$. Both have $C=0.0093$.

For two finite molecules A and B whose centres are a distance $D$ apart, $C_6$ is defined by the limit

$$C_6=\lim_{D\to\infty}\big[-D^6E(D)\big].$$

## A counter-example: two ethylene molecules

The claim to be examined is that $b$ controls $C_6$, so that the larger $b$ of SCAN+rVV10 means a smaller $C_6$.

Take two parallel C2H4 molecules stacked along $z$, the normal of the molecular planes. The geometry is chosen with round values: C–C 2.52 bohr, C–H 2.05 bohr, angle H–C–C 121.5°. The density of one molecule is computed with rPW86 exchange and PBE correlation in the 6-311G** basis, without the nonlocal term in the self-consistent cycle. The same density is used for both values of $b$, so that nothing else changes. This basis has no diffuse functions, and the numbers below are not converged with respect to it. With 6-311++G**, $C_6$ rises by about 3 percent, from 297 to 306 hartree bohr$^6$. The energies at 10 bohr grow in magnitude by about 12 percent for $b=6.3$ and 6 percent for $b=15.7$, and their ratio changes from 0.50 to 0.47. The digits quoted serve the comparison of the two values of $b$ at one fixed density.

Each molecule keeps its own density, $\omega_0$ and $\kappa$. In the double integral, the pairs (A,B) and (B,A) contribute equally, which cancels the factor $\tfrac12$:

$$E(D)=\int_A d\mathbf r\int_B d\mathbf r'\,n\,n'\,\Phi .$$

The term with $\beta$ gives $\beta(N_A+N_B)$ for the pair and the same amount for the separated molecules, so it drops out. Overlap effects and the semilocal interaction are left out; $E(D)$ is the nonlocal part and not a full binding curve. At 10 bohr, evaluating the nonlocal functional on the sum of the two densities adds attraction of roughly 5 percent for $b=6.3$ and 2 percent for $b=15.7$ in this basis, and more with diffuse functions.

At $D=10$ bohr the energies are $-237.5$ microhartree for $b=6.3$ and $-118.6$ microhartree for $b=15.7$. Multiplying by $-D^6=-10^6$ bohr$^6$ gives apparent coefficients of 237.5 and 118.6 hartree bohr$^6$. Read as values of $C_6$, they would confirm the claim. Larger distances show otherwise:

| $D$ (bohr) | $-D^6E$, $b=6.3$ | $-D^6E$, $b=15.7$ | ratio |
|---|---|---|---|
| 10 | 237.5 | 118.6 | 0.500 |
| 20 | 284.9 | 238.4 | 0.837 |
| 40 | 294.5 | 281.9 | 0.957 |
| 80 | 296.85 | 293.63 | 0.989 |
| 160 | 297.43 | 296.62 | 0.997 |

The middle columns are in hartree bohr$^6$. Their leading deviation from the limit falls as $D^{-2}$, as shown below. Doubling $D$ divides this deviation by four, so the combination $[4y(2D)-y(D)]/3$ of the values $y=-D^6E$ removes it. From the last two rows,

$$b=6.3:\quad \frac{4(297.43)-296.85}{3}=297.6,\qquad b=15.7:\quad \frac{4(296.62)-293.63}{3}=297.6$$

in hartree bohr$^6$. The two parametrizations have the same $C_6$, although their energies at 10 bohr differ by a factor of two. The claim is therefore false for this pair.

## The general statement

For a fixed density and a fixed $C$:

1. The coefficient of $R^{-6}$ in the rVV10 kernel does not depend on $b$. Hence $C_6$ does not depend on $b$.
2. At every finite $R$, a larger $b$ makes the kernel smaller in magnitude. This damping fades as a power of $R$, with a leading relative size proportional to $b/R^2$.

By the second point, the damping has no finite range and does not fall off exponentially.

## Proof for the kernel

Distribute the prefactor $(\kappa\kappa')^{3/2}=\kappa\,\kappa'\sqrt{\kappa\kappa'}$ over the three factors of the denominator. The first two become

$$\kappa z=\omega_0R^2+bk,\qquad \kappa'z'=\omega_0'R^2+bk'.$$

For the third, use $\sqrt{\kappa\kappa'}=b\sqrt{kk'}$ and $\omega_0/\kappa=\omega_0/(bk)$. Then

$$\sqrt{\kappa\kappa'}\,z=b\sqrt{kk'}\Big(\frac{\omega_0R^2}{bk}+1\Big)=\sqrt{\frac{k'}{k}}\,\omega_0R^2+b\sqrt{kk'},$$

and likewise for $z'$ with the two points exchanged. The kernel is therefore

$$\Phi=-\frac32\,\frac{1}{(\omega_0R^2+bk)\,(\omega_0'R^2+bk')\,\Big[\Big(\sqrt{\tfrac{k'}{k}}\,\omega_0+\sqrt{\tfrac{k}{k'}}\,\omega_0'\Big)R^2+2b\sqrt{kk'}\Big]} .$$

In each factor $b$ stands in a constant that is added to a term in $R^2$. All these quantities are positive, so each factor grows with $b$ and $|\Phi|$ falls. For $R\to\infty$ the constants become negligible, and

$$\Phi\to-\frac{A_6}{R^6},\qquad A_6=\frac{3}{2}\,\frac{1}{\omega_0\omega_0'\Big(\sqrt{\tfrac{k'}{k}}\,\omega_0+\sqrt{\tfrac{k}{k'}}\,\omega_0'\Big)} .$$

No $b$ remains. It is absent because $k'/k=(n'/n)^{1/6}$ is a ratio of two values of $\kappa$ that carry the same $b$.

**What $b$ does.** Put $R=\sqrt b\,x$ in the kernel. Each of the three factors then has one factor $b$ in common, for example $\omega_0R^2+bk=b(\omega_0x^2+k)$. Hence

$$\Phi_b(R)=b^{-3}F\big(R/\sqrt b\big),$$

where $F$ is the kernel for $b=1$. The parameter rescales the length by $\sqrt b$ and the strength by $b^{-3}$. In the tail, $F(x)\to-A_6/x^6$, and the length rescaling contributes $(\sqrt b)^6=b^3$, which cancels $b^{-3}$. At $R=0$ there is no such compensation: the ratio of the two kernels is $(6.3/15.7)^3=0.0646$.

**How fast the damping fades.** Write $q=\omega_0/\kappa$. Then

$$z=qR^2\Big(1+\frac{1}{qR^2}\Big),\qquad z+z'=(q+q')R^2\Big(1+\frac{2}{(q+q')R^2}\Big).$$

Since $1/(1+\epsilon)=1-\epsilon+\dots$, the three small terms add to first order. With $1/q=bk/\omega_0$,

$$\Phi=-\frac{A_6}{R^6}\Big[1-\frac{b\,s}{R^2}+O(R^{-4})\Big],\qquad s=\frac{k}{\omega_0}+\frac{k'}{\omega_0'}+\frac{2}{\omega_0/k+\omega_0'/k'} .$$

This expansion needs $R^2$ large compared with $\kappa/\omega_0$ at both points, so $\sqrt{\kappa/\omega_0}$ serves as a damping length.

As an illustration, take one point with $n=0.3$ bohr$^{-3}$ and $|\nabla n|/n=0.8$ bohr$^{-1}$, and another with $n=0.01$ bohr$^{-3}$ and $|\nabla n|/n=2.0$ bohr$^{-1}$. They have $\omega_0=1.1227$ and $0.4367$ hartree, and $k=2.2090$ and $1.2532$ a.u. Their damping lengths are 3.5 and 4.3 bohr for $b=6.3$, and 5.6 and 6.7 bohr for $b=15.7$. The three terms of $s$ are

$$s=1.968+2.870+2.335=7.17\ \text{bohr}^2 .$$

At $R=100$ bohr the predicted ratio of the kernel for $b=15.7$ to that for $b=6.3$ is $1-(15.7-6.3)(7.17)/100^2=0.9933$, which agrees with the full kernel. At 10 bohr the full kernel gives 0.59, and the first-order formula is no longer usable.

## From the kernel to the molecules

Let $\Delta\mathbf r$ be the position in B relative to the centre of B, minus the position in A relative to the centre of A. Then

$$R^2=D^2+2D\,\Delta z+|\Delta\mathbf r|^2=D^2(1+\epsilon),\qquad \epsilon=\frac{2\Delta z}{D}+\frac{|\Delta\mathbf r|^2}{D^2}.$$

Using $(1+\epsilon)^{-3}=1-3\epsilon+6\epsilon^2-\dots$ and keeping terms up to $D^{-2}$ gives

$$R^{-6}=D^{-6}\Big[1-\frac{6\Delta z}{D}+\frac{24(\Delta z)^2-3|\Delta\mathbf r|^2}{D^2}+\dots\Big].$$

Each molecule is symmetric under reflection in its own plane. Reflecting both reverses $\Delta z$ and leaves the densities unchanged, so the term linear in $\Delta z$ integrates to zero. In the damping term, $R^{-8}$ may be replaced by $D^{-8}$ at this order. Therefore

$$E(D)=-\frac{C_6}{D^6}-\frac{C_8}{D^8}-\dots,\qquad C_6=\iint n\,n'A_6,\qquad C_8=G-bS,$$

$$G=\iint n\,n'A_6\big[24(\Delta z)^2-3|\Delta\mathbf r|^2\big],\qquad S=\iint n\,n'A_6\,s,$$

provided that these integrals are finite. Since $A_6$ contains no $b$, neither does $C_6$. The relative deviation of $-D^6E$ from $C_6$ is $C_8/(C_6D^2)$ to leading order, which justifies the extrapolation used above.

For the ethylene pair, the integral for $C_6$ gives 297.6 hartree bohr$^6$, in agreement with both extrapolations. The other integrals are $G=8945$ and $S=2203.3$ hartree bohr$^8$, so

$$C_8(6.3)=8945-6.3(2203.3)=-4936,\qquad C_8(15.7)=8945-15.7(2203.3)=-25647$$

in hartree bohr$^8$. These values belong to the stacked orientation: $C_6$ and $S$ do not depend on orientation, but $G$ does. For two molecules placed end-on along the C–C axis, $C_8$ is positive for both values of $b$, about $+29000$ and $+8600$ hartree bohr$^8$. The stacked values share one quadrature grid with the table, so their digits are consistent with one another. The grid error is of order 0.1 percent in $C_6$ and $S$, and a few tenths of a percent in $C_8$. The basis error is much larger: with 6-311++G**, $G$ rises to about 11800, and $C_8$ becomes about $-2500$ and $-23900$ hartree bohr$^8$. In both bases the two stacked values of $C_8$ are negative: here damping outweighs the geometric term $G$. At $D=80$ bohr and $b=15.7$, the two leading terms give $297.62-25647/6400=293.61$ hartree bohr$^6$, against 293.63 from the full kernel. At 10 bohr they would give about 41 instead of 118.6, so the large effect of $b$ at that distance needs the full kernel.

The numerical check uses the full-kernel energies at $D=80$ and $160$ bohr, for both values of $b$. It requires the extrapolated $C_6$ to match the integral within 0.1 percent. It then subtracts the integral value of $C_6$ from $-D^6E$, multiplies by $D^2$, extrapolates in the same way, and requires the result to match $G-bS$ within 1 percent of $bS$.

## The constant $\beta$

The parameter $b$ has one further role. In a uniform gas the two points are equivalent, and $\Phi=-\tfrac34(\omega_0R^2+\kappa)^{-3}$. The nonlocal integral per electron is

$$\frac n2\int_0^\infty4\pi R^2\,\Phi\,dR=-\frac{3\pi n}{2}\int_0^\infty\frac{R^2\,dR}{(\omega_0R^2+\kappa)^3}=-\frac{3\pi^2n}{32(\omega_0\kappa)^{3/2}} .$$

The last step substitutes $R=\sqrt{\kappa/\omega_0}\tan\theta$, which leaves $\int_0^{\pi/2}\sin^2\theta\cos^2\theta\,d\theta=\pi/16$. With $\omega_0=(4\pi n/3)^{1/2}$ and the definition of $\kappa$,

$$(\omega_0\kappa)^{3/2}=b^{3/2}n\Big(\frac{4\pi}{3}\Big)^{3/4}\Big(\frac{3\pi}{2}\Big)^{3/2}(9\pi)^{-1/4}=3^{1/4}\pi^2\,b^{3/2}\,n .$$

The density cancels. The choice

$$\beta=\frac{3^{3/4}}{32\,b^{3/2}}=\frac1{32}\Big(\frac{3}{b^2}\Big)^{3/4}$$

makes $E_{\rm nl}$ vanish in the uniform gas. It equals 0.004505 hartree for $b=6.3$ and 0.001145 hartree for $b=15.7$. It changes total energies by $\beta N$, but not the interaction energy or $C_6$.

## What can change $C_6$

**The parameter $C$.** It enters $\omega_0$, and $\omega_0$ enters $A_6$. Doubling $C$ to 0.0186 at the same density lowers the ethylene $C_6$ from 297.6 to 188.0 hartree bohr$^6$. An error in $C_6$ at fixed density can thus be addressed through $C$, but not through $b$.

**The density.** The two complete methods use different semilocal functionals. With the SCAN density in the same 6-311G** basis, the tail formula gives about 295 hartree bohr$^6$, lower by roughly 1 percent, a shift smaller than the basis error of $C_6$. The next digit depends on the integration grids. The methods therefore share the asymptotic kernel as a functional of the density, while their computed $C_6$ can differ slightly. If the nonlocal term is included self-consistently, its potential depends on $b$, and $b$ can then reach $C_6$ indirectly through the density. That effect was not computed here.

**The form of the kernel.** In the original VV10 kernel, the bracket in $A_6$ is replaced by $\omega_0+\omega_0'$. That tail is also free of $b$, but in general it differs from the rVV10 tail. With $t=\sqrt{k'/k}$, the rVV10 bracket minus $\omega_0+\omega_0'$ equals $(t-1)(\omega_0-\omega_0'/t)$, which can have either sign and vanishes only for equal densities or for $\omega_0'/\omega_0=t$. For the same ethylene density and $C$, the VV10 tail gives 291.3 hartree bohr$^6$, about 2 percent below rVV10. With 6-311++G** the two values are 299 and 306 hartree bohr$^6$. The common asymptotic kernel is thus shared by the two rVV10 parametrizations, and not by rVV10 and VV10.

## Table of computed values

```
Model point 1: n = 0.3 bohr^-3, |grad n|/n = 0.8 bohr^-1
Model point 2: n = 0.01 bohr^-3, |grad n|/n = 2.0 bohr^-1
omega0 at points 1, 2: 1.1227, 0.4367 hartree
k = kappa/b at points 1, 2: 2.2090, 1.2532 a.u.
b=6.3: damping length sqrt(kappa/omega0) at 1, 2: 3.521, 4.252 bohr
b=15.7: damping length sqrt(kappa/omega0) at 1, 2: 5.558, 6.712 bohr
Pair tail A6, rVV10: 2.1465 a.u.; VV10: 1.9621 a.u.
R =   0.0 bohr: kernel(b=15.7)/kernel(b=6.3) = 0.0646
R =   5.0 bohr: kernel(b=15.7)/kernel(b=6.3) = 0.2650
R =  10.0 bohr: kernel(b=15.7)/kernel(b=6.3) = 0.5868
R =  20.0 bohr: kernel(b=15.7)/kernel(b=6.3) = 0.8539
R =  40.0 bohr: kernel(b=15.7)/kernel(b=6.3) = 0.9594
R = 100.0 bohr: kernel(b=15.7)/kernel(b=6.3) = 0.9933
b=6.3: beta = 0.004505 hartree per electron
b=15.7: beta = 0.001145 hartree per electron
C2H4: C-C 2.52 bohr, C-H 2.05 bohr, angle H-C-C 121.5 degrees
Electrons on the pair grid: 16.0025
D =    10 bohr: E(b=6.3) = -2.3745e+02, E(b=15.7) = -1.1862e+02 microhartree
   -E*D^6: 237.45 (b=6.3), 118.62 (b=15.7) hartree bohr^6; E ratio 0.4995
D =    20 bohr: E(b=6.3) = -4.4515e+00, E(b=15.7) = -3.7245e+00 microhartree
   -E*D^6: 284.89 (b=6.3), 238.37 (b=15.7) hartree bohr^6; E ratio 0.8367
D =    40 bohr: E(b=6.3) = -7.1903e-02, E(b=15.7) = -6.8820e-02 microhartree
   -E*D^6: 294.52 (b=6.3), 281.89 (b=15.7) hartree bohr^6; E ratio 0.9571
D =    80 bohr: E(b=6.3) = -1.1324e-03, E(b=15.7) = -1.1201e-03 microhartree
   -E*D^6: 296.85 (b=6.3), 293.63 (b=15.7) hartree bohr^6; E ratio 0.9892
D =   160 bohr: E(b=6.3) = -1.7728e-05, E(b=15.7) = -1.7680e-05 microhartree
   -E*D^6: 297.43 (b=6.3), 296.62 (b=15.7) hartree bohr^6; E ratio 0.9973
C6 from the b-free tail formula: 297.62 hartree bohr^6
G = 8945.2 hartree bohr^8, S = 2203.3 hartree bohr^8
b=6.3: C6 extrapolated from E(D): 297.62 hartree bohr^6
b=6.3: C8 extrapolated -4936, formula -4936 hartree bohr^8
b=15.7: C6 extrapolated from E(D): 297.61 hartree bohr^6
b=15.7: C8 extrapolated -25647, formula -25647 hartree bohr^8
C6 on a finer grid: 297.65 hartree bohr^6
C6 with C = 0.0186 instead of 0.0093: 187.96 hartree bohr^6
C6 with the SCAN density: 294.57 hartree bohr^6 (change -1.03 percent)
C6 with the VV10 tail, same density and C: 291.26 hartree bohr^6
```
